# The sharp edge of the neutral Thomas-Fermi-Dirac atom, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The electron gas at the edge

### The theorem

All formulas are in hartree atomic units: energies in hartree, lengths in bohr, and $\hbar=m=e=1$. A point nucleus of charge $Z$ sits at the origin. The electron density $n(\mathbf r)\ge 0$ has the Thomas-Fermi-Dirac energy

$$E[n]=\int f(n)\,dV-Z\int\frac{n}{r}\,dV+\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,dV\,dV' ,$$

$$f(n)=C_k n^{5/3}-C_x n^{4/3},\qquad C_k=\tfrac{3}{10}(3\pi^2)^{2/3},\qquad C_x=\tfrac34\left(\tfrac3\pi\right)^{1/3}.$$

The first term of $f$ is the kinetic energy density of a uniform gas with equal numbers of both spins, and the second is its exchange energy density. Admissible densities have finite $\int n\,dV$ and finite $\int n^{5/3}dV$, which makes every term of $E$ finite.

**Theorem.** For every $Z>0$ there is exactly one density that minimizes $E$ among admissible densities with $\int n\,dV=Z$. It is spherical and vanishes beyond a finite radius $R(Z)$. As $r$ approaches $R$ from inside, the density tends to

$$n_0=\frac{125}{192\,\pi^5}\approx 0.00213\ \text{per cubic bohr},$$

and then drops to zero. At $n_0$ the kinetic and exchange pressures cancel. The chemical potential is $\mu=-15/(32\pi^2)$ hartree. Neither $n_0$ nor $\mu$ depends on $Z$.

The theorem concerns this functional. The density of a real atom has a smooth tail and no edge. What the sharp edge is worth as an approximation is taken up at the end of Part II.

### The local energy density

It is convenient to replace the density by the local Fermi wavenumber $k$, because all powers then become integers.

**Lemma 1.** With $n=k^3/(3\pi^2)$, the energy density is

$$f=\frac{k^5}{10\pi^2}-\frac{k^4}{4\pi^3}.$$

*Proof.* In a uniform gas all plane waves with wavenumber $q<k$ are filled, with two spins each. The number of states per volume is $2\,d^3q/(2\pi)^3=q^2dq/\pi^2$ after integration over directions. Hence

$$n=\frac1{\pi^2}\int_0^k q^2dq=\frac{k^3}{3\pi^2},\qquad \text{kinetic density}=\frac1{\pi^2}\int_0^k \frac{q^2}{2}\,q^2dq=\frac{k^5}{10\pi^2}.$$

For the exchange energy we need the one-particle density matrix at separation $x$, summed over spin:

$$\rho(x)=\frac{2}{(2\pi)^3}\int_{q<k}e^{i\mathbf q\cdot\mathbf x}d^3q=\frac{1}{\pi^2x}\int_0^k q\sin(qx)\,dq=\frac{\sin kx-kx\cos kx}{\pi^2x^3}.$$

Put $y=kx$ and $j_1(y)=(\sin y-y\cos y)/y^2$. Then $\rho=(k^3/\pi^2)\,j_1(y)/y$. Exchange acts between electrons of equal spin. Each spin contributes $-\frac12\int(\rho/2)^2/x\,d^3x$ per volume, so the two together give

$$-\frac14\int_0^\infty\frac{\rho^2}{x}\,4\pi x^2dx=-\pi\int_0^\infty x\rho^2dx=-\frac{k^4}{\pi^3}\int_0^\infty\frac{j_1^2}{y}\,dy .$$

In the last step $\rho^2$ supplies $k^6/\pi^4$ and $x\,dx=y\,dy/k^2$ supplies $k^{-2}$. To find the integral, let $j_0=\sin y/y$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$, so

$$\frac{d}{dy}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{y}=-\frac{4j_1^2}{y}.$$

Since $j_0^2+j_1^2$ falls from 1 at $y=0$ to 0 at infinity, the integral is $1/4$. The exchange density is therefore $-k^4/(4\pi^3)$.

Inserting $k=(3\pi^2n)^{1/3}$ returns the stated constants. The kinetic coefficient is $(3\pi^2)^{5/3}/(10\pi^2)=\frac3{10}(3\pi^2)^{2/3}$. The exchange coefficient is $(3\pi^2)^{4/3}/(4\pi^3)=\frac{3}{4\pi}(3\pi^2)^{1/3}=\frac34(3/\pi)^{1/3}$. $\square$

In an atom the density is not uniform. Using the uniform-gas $f$ at each point is the local approximation on which the functional rests. It is poor where the density changes appreciably over a distance $1/k$.

### Zero pressure

The pressure of $N$ electrons in a volume $V$, counting kinetic and exchange energy, is

$$P=-\frac{d}{dV}\left[V f(N/V)\right]=-f+\frac NV f'(n)=n f'(n)-f(n).$$

**Lemma 2.** The derivative and the pressure are

$$f'(n)=\frac{k^2}{2}-\frac k\pi,\qquad P=\frac{k^5}{15\pi^2}-\frac{k^4}{12\pi^3}.$$

The only positive density with $P=0$ is $n_0=125/(192\pi^5)$, where $k=k_0=5/(4\pi)$. Moreover, for all $n\ge0$,

$$f(n)=\mu n+\frac{3}{10}\,n\,(k-k_0)^2,\qquad \mu=-\frac{15}{32\pi^2}.$$

*Proof.* From Lemma 1, $df/dk=k^4/(2\pi^2)-k^3/\pi^3$ and $dn/dk=k^2/\pi^2$. Their quotient is $f'(n)$ as stated. Then

$$P=\frac{k^3}{3\pi^2}\left(\frac{k^2}2-\frac k\pi\right)-\frac{k^5}{10\pi^2}+\frac{k^4}{4\pi^3}
=\left(\frac16-\frac1{10}\right)\frac{k^5}{\pi^2}-\left(\frac13-\frac14\right)\frac{k^4}{\pi^3},$$

and the brackets are $1/15$ and $1/12$. For $k>0$, $P=0$ requires $k/15=1/(12\pi)$, so $k_0=5/(4\pi)$. The density follows as

$$n_0=\frac{k_0^3}{3\pi^2}=\frac{125}{64\pi^3}\cdot\frac1{3\pi^2}=\frac{125}{192\pi^5}.$$

For the last formula, divide $f$ by $n=k^3/(3\pi^2)$ and complete the square:

$$\frac fn=\frac{3k^2}{10}-\frac{3k}{4\pi}=\frac3{10}\left(k-\frac5{4\pi}\right)^2-\frac3{10}\cdot\frac{25}{16\pi^2}.$$

The constant is $-75/(160\pi^2)=-15/(32\pi^2)=\mu$. $\square$

The square shows what is special about $n_0$. It is the density at which the uniform gas, with kinetic and exchange energy alone, has its lowest energy per electron. That lowest energy is $\mu$. The link with pressure is general: $d(f/n)/dn=(nf'-f)/n^2=P/n^2$, so a minimum of the energy per electron at positive density is a state of zero pressure.

In numbers, $k_0=0.3979$ per bohr and $n_0=0.002127$ per cubic bohr, or 14.4 electrons per cubic nanometre. A sphere holding one electron at this density has a radius of 4.82 bohr. The chemical potential is $-0.0475$ hartree, or $-1.29$ eV. At $n_0$ the kinetic pressure is 1.98 GPa and the exchange pressure is $-1.98$ GPa.

### Which density a given potential selects

Let $\phi$ be the electrostatic potential of nucleus and electrons together,

$$\phi(\mathbf r)=\frac Zr-\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,dV'.$$

An electron has the potential energy $-\phi$. Consider at one point the function $h(n)=f(n)-(\phi+\mu)n$. It is the cost per volume of holding the density $n$ there, when electrons are drawn from a reservoir with chemical potential $\mu$.

**Lemma 3.** Over all $n\ge0$, the minimum of $h$ is attained as follows.

1. If $\phi<0$, at $n=0$ and nowhere else.
2. If $\phi=0$, at $n=0$ and at $n=n_0$, where $h=0$ in both cases.
3. If $\phi>0$, at one density larger than $n_0$, given by
$$k=\frac1\pi+\sqrt{\frac1{16\pi^2}+2\phi}.$$

*Proof.* By Lemma 2, $h(n)=\frac3{10}n(k-k_0)^2-\phi n$. For $\phi<0$ both terms are non-negative, and the second is positive unless $n=0$. For $\phi=0$ only the square term remains, and it vanishes at $n=0$ and $k=k_0$.

For $\phi>0$ we use the derivative. Completing the square in $f'$ gives

$$h'(n)=\frac12\left(k-\frac1\pi\right)^2-\frac1{2\pi^2}+\frac{15}{32\pi^2}-\phi
=\frac12\left[\left(k-\frac1\pi\right)^2-\frac1{16\pi^2}-2\phi\right].$$

The bracket vanishes at $k_\pm=1/\pi\pm\sqrt{1/(16\pi^2)+2\phi}$. Between the roots $h$ falls, and outside them it rises. If $k_-$ is positive, it marks a local maximum. The minimum over $n\ge0$ therefore lies either at $n=0$ or at $k_+$. Now $h(0)=0$, while $h(n_0)=-\phi n_0<0$. So $n=0$ is not the minimum, and $k_+$ is. For $\phi>0$ the root exceeds $1/(4\pi)$, so $k_+>5/(4\pi)=k_0$. $\square$

The sharp edge is already visible here. As $\phi$ falls through zero, the best density does not shrink smoothly to zero. It reaches $n_0$ and then jumps. Densities between 0 and $n_0$ are never selected, because such a dilute gas could lower its energy by contracting to $n_0$ and leaving the rest of the space empty. The attraction that drives this contraction is exchange.

### What happens when the edge is moved

Lemma 3 treats one point at a time. The mechanical meaning of the edge condition appears when a wall is placed at radius $R$ and the energy is followed as the wall moves.

**Lemma 4.** Let a spherical density with a fixed number of electrons be confined to $r<R$ and be stationary there. If its density at the wall is $n_R$, then

$$\frac{dE}{dR}=-4\pi R^2P(n_R).$$

*Proof.* A small change $\delta n$ alters the two Coulomb terms of $E$ by $-Z\int\delta n/r\,dV+\iint n'\delta n/|\mathbf r-\mathbf r'|\,dV\,dV'=-\int\phi\,\delta n\,dV$ to first order. Stationarity at a fixed electron number thus means $f'(n)-\phi=\lambda$ for $r<R$, with a constant multiplier $\lambda$.

Now move the wall by $dR$. The density inside changes by some $\delta n$, and a new shell of volume $4\pi R^2dR$ is filled to density $n_R$. To first order,

$$dE=\int_{r<R}(f'-\phi)\,\delta n\,dV+4\pi R^2dR\,\left[f(n_R)-\phi(R)n_R\right].$$

The first integral is $\lambda\int\delta n\,dV$. Since no electrons are gained, $\int\delta n\,dV=-4\pi R^2n_R\,dR$. Therefore

$$\frac{dE}{dR}=4\pi R^2\left[f(n_R)-(\phi(R)+\lambda)n_R\right]=4\pi R^2\left[f(n_R)-n_Rf'(n_R)\right],$$

where the last step uses stationarity at the wall. The bracket is $-P$. $\square$

A free atom has no wall to carry a force, so its edge must have $P=0$. The nuclear charge has dropped out of this condition, because $P$ depends on the local density alone. The nucleus decides where the edge lies, not how dense it is.

Lemma 4 was tested with neutral atoms of $Z=5$, 14 and 33. For each atom the edge wavenumber was imposed, the total energy was integrated from its definition, and its slope was taken at fixed $Z$. At $k=0.43$ per bohr in silicon the energies give $-1.538\times10^{-3}$ hartree per bohr, and $-4\pi R^2P$ gives the same to the four digits quoted. The minimum of the energy over imposed edges between $k=0.37$ and $0.45$ per bohr, found without using $P=0$, lies at an edge density of 0.002127 per cubic bohr for all three atoms.

**Remark (without exchange).** Dropping the exchange term leaves $P=k^5/(15\pi^2)$, which is positive at every positive density. Lemma 4 then says that the energy of an atom with a finite edge density always falls when the edge moves outward. For silicon, lowering the imposed edge wavenumber from 0.40 to 0.05 per bohr moves the edge from 5.03 to 17.24 bohr, and the energy falls from $-363.1240$ to $-363.1459$ hartree. The Thomas-Fermi atom has no edge at which this process could stop. If exchange is instead multiplied by a factor $\alpha$, the condition $k/15=\alpha/(12\pi)$ gives $k_0=5\alpha/(4\pi)$. The edge density is then proportional to $\alpha^3$ and goes to zero with the exchange.

## Part II. The whole atom and its finite range

### Symbols and results carried over

The local wavenumber $k$ is defined by $n=k^3/(3\pi^2)$, and $f(n)$ is the kinetic plus exchange energy density. The potential of nucleus and electrons is $\phi$, and an electron has the energy $-\phi$ in it. Part I gave the constants $k_0=5/(4\pi)$, $n_0=125/(192\pi^5)$ and $\mu=-15/(32\pi^2)$, and the identity

$$f(n)=\mu n+\tfrac3{10}n(k-k_0)^2.$$

It also showed that $h(n)=f(n)-(\phi+\mu)n$ has its minimum over $n\ge0$ at $k=1/\pi+\sqrt{1/(16\pi^2)+2\phi}$ when $\phi>0$, and that $n=0$ is a minimum when $\phi=0$ (Lemma 3). It remains to build a neutral atom that obeys this rule everywhere, and to show that no other density has an energy as low.

### The equation for the potential

A neutral spherical atom that ends at $R$ has no field outside, by Gauss's law. With the potential set to zero at infinity, $\phi=0$ for all $r\ge R$. The field is continuous across the edge because the density is finite there, so $\phi'(R)=0$ as well.

Away from the nucleus, Poisson's equation for the electron charge $-n$ reads $\nabla^2\phi=4\pi n$. For a spherical potential $\nabla^2\phi=(r\phi)''/r$. With $u=r\phi$ and $4\pi n=4k^3/(3\pi)$ this becomes

$$u''=\frac{4}{3\pi}\,r\,k^3,\qquad k=\frac1\pi+\sqrt{\frac1{16\pi^2}+\frac{2u}{r}},\qquad u(R)=u'(R)=0.$$

The equation is integrated inward from $R$. Since $u''>0$ and $u'(R)=0$, the slope $u'$ is negative for $r<R$. Hence $u>0$ there, and so $\phi>0$ throughout the interior.

Near the nucleus $\phi\approx u(0)/r$, so $k\approx\sqrt{2u(0)/r}$ and $u''$ grows as $r^{-1/2}$. This is integrable, and $u'$ stays finite. The electron number follows by one integration by parts:

$$\int_0^R4\pi r^2n\,dr=\int_0^Rr\,u''dr=\left[r u'-u\right]_0^R=u(0).$$

The value $u(0)$ is also the nuclear charge, since $\phi\to Z/r$ at small $r$. A solution with $u(0)=Z$ is therefore a neutral atom.

### An atom for every nuclear charge

We have shown that a free edge requires zero pressure, which fixes its density at $n_0$ whatever the nuclear charge, and that a solution of the equation for $u$ with $u(0)=Z$ is a neutral atom. It remains to show that such a solution exists for every $Z>0$ and that no other density has an energy as low, and then to examine what the sharp edge is worth as an approximation.

Numerical values quoted here were computed with a short program.
